# One-Quarter Surface Compensation of Thick Polar Zincblende (111) Slabs

## What dimensions and symmetry fix

A polar slab is modelled as a stack of rigid, uniformly charged planes with charge per area $+\sigma,-\sigma,+\sigma,\dots$ from bottom to top. The gap above each positive plane is $d_1$ and the gap above each negative plane is $d_2$. The slab is neutral, no external field acts, and the planes do not polarize. A charge $-\delta$ per area is added to the bottom plane and $+\delta$ to the top plane. The question is which $\delta$ keeps the potential drop across the slab bounded as the slab grows.

Electrostatics is linear in the charges, so $\delta$ is proportional to $\sigma$. In a thick slab the only remaining dimensionless quantity is $r=d_2/d_1$. Hence

$$\delta=\sigma f(r).$$

Symmetry restricts $f$. A bounded drop over a growing thickness requires the field, averaged over one repeat of the stack, to vanish deep inside. Let the interior fields be $E_1$ in the gaps $d_1$ and $E_2$ in the gaps $d_2$, counted positive upwards. Gauss's law at a negative plane gives $E_2-E_1=-\sigma/\varepsilon_0$. With this difference fixed, the condition of zero mean determines both fields, wherever the crystal is cut.

If the bottom plane is positive, the first gap is $d_1$. The field below the slab is zero, so $E_1=\sigma[1-f(r)]/\varepsilon_0$. If the bottom plane is negative, the first gap is $d_2$. The same problem then appears with the gaps exchanged and the charges reversed, so $E_2=-\sigma[1-f(1/r)]/\varepsilon_0$. Inserting both in $E_1-E_2=\sigma/\varepsilon_0$ gives

$$f(r)+f(1/r)=1,\qquad f(1)=\tfrac12 .$$

Equally spaced planes therefore need half the plane charge. This relation alone does not fix the value at $r=3$, which the potential drop calculated below will give.

## The simplest slab: one bilayer

Two planes $\pm\sigma$ a distance $d_1$ apart form a capacitor. Define the drop as the potential below minus the potential above,

$$\Delta=\phi_{\rm below}-\phi_{\rm above}=\int E\,dz .$$

The field between the planes is $(\sigma-\delta)/\varepsilon_0$, so

$$\Delta=\frac{(\sigma-\delta)d_1}{\varepsilon_0}.$$

Zero drop needs $\delta=\sigma$: all the charge must go. A single bilayer thus does not show the fraction $f$, which belongs to the thick slab.

## Any number of bilayers

Take $N$ bilayers, with $N$ gaps $d_1$ and $N-1$ gaps $d_2$. Going upwards, the field is $(\sigma-\delta)/\varepsilon_0$ after the first plane. The next plane, $-\sigma$, lowers it to $-\delta/\varepsilon_0$. The following plane, $+\sigma$, restores the first value, and the pattern repeats. The top plane carries $-\sigma+\delta$ and brings the field to zero. Therefore

$$\varepsilon_0\Delta=N(\sigma-\delta)d_1-(N-1)\delta d_2 .$$

Collecting the terms in $\delta$ gives

$$\varepsilon_0\Delta=N\sigma d_1-\delta L,\qquad L=Nd_1+(N-1)d_2, \tag{1}$$

where $L$ is the distance between the outer planes. For $N=1$ this returns the capacitor. For $\delta=0$ the drop is $N\sigma d_1/\varepsilon_0$, which grows without limit.

To find every $\delta$ that prevents this growth, write

$$\delta=\frac{\sigma d_1}{d_1+d_2}+\eta .$$

Since $L=N(d_1+d_2)-d_2$, the first part of $\delta$ contributes

$$\frac{\sigma d_1}{d_1+d_2}\,L=N\sigma d_1-\frac{\sigma d_1d_2}{d_1+d_2}.$$

Subtracting this and $\eta L$ from $N\sigma d_1$ in (1) leaves

$$\varepsilon_0\Delta=\frac{\sigma d_1d_2}{d_1+d_2}-\eta L. \tag{2}$$

The first term does not depend on $N$. The drop is bounded if and only if $\eta L$ is bounded. Because $L$ grows in proportion to $N$, this means $\eta=O(1/N)$. Thus

$$f(r)=\frac{d_1}{d_1+d_2}=\frac1{1+r}. \tag{3}$$

This satisfies the symmetry relation, since $1/(1+r)+r/(1+r)=1$, and gives $f(1)=1/2$. If $d_2\gg d_1$, then $f\to0$: widely separated bilayers have a small dipole per unit thickness.

## Zincblende: where the ratio three comes from

Let the cubic lattice constant be $a$ and choose the upward axis $\mathbf n=-(1,1,1)/\sqrt3$. A cation at the origin has anion neighbours at

$$\frac a4(1,1,1),\quad \frac a4(1,-1,-1),\quad \frac a4(-1,1,-1),\quad \frac a4(-1,-1,1).$$

The first has height $-\sqrt3a/4$ along $\mathbf n$. Each of the other three has height $a/(4\sqrt3)=\sqrt3a/12$. With

$$d=\frac{\sqrt3\,a}{12},$$

a cation has three bonds rising by $d$ and one bond descending by $3d$. An anion has the same bonds with the directions reversed.

Translations of the face-centred lattice are $(a/2)(h,k,l)$ with $h+k+l$ even. Their heights are integer multiples of $a/\sqrt3=4d$. Cation planes therefore lie at $0,4d,8d,\dots$ and anion planes at $d,5d,9d,\dots$, so the gaps alternate between $d$ and $3d$.

The vectors $(a/2)(1,-1,0)$ and $(a/2)(0,1,-1)$ span the surface cell. They have length $a/\sqrt2$ and enclose $120^\circ$, so

$$A=\frac{a^2}{2}\sin120^\circ=\frac{\sqrt3a^2}{4},\qquad \sigma=\frac{Ze}{A},$$

where $\pm Ze$ are the ionic charges.

Real planes consist of ions. Expand the charge and the potential in lateral Fourier components with wavevector $\mathbf G$. Poisson's equation reads

$$\left(\frac{d^2}{dz^2}-G^2\right)\phi_{\mathbf G}(z)=-\frac{\rho_{\mathbf G}(z)}{\varepsilon_0}.$$

Outside the slab the components with $G\neq0$ decay as $e^{-G|z|}$, with $|z|$ measured from the surface. The drop between distant points is thus fixed by the component $G=0$, the plane average, and (1) applies.

A bilayer-terminated slab is cut through the long gaps, so $d_1=d$, $d_2=3d$ and $L=(4N-3)d$. Equations (1) to (3) become

$$\Delta=\frac{[N\sigma-(4N-3)\delta]d}{\varepsilon_0},\qquad \delta=\frac{\sigma}{4}+O\!\left(\frac1N\right). \tag{4}$$

This is the one-quarter rule: the outer planes retain three quarters of their charge.

A cut through the short gaps puts the gap $3d$ next to the surface. Equation (3) then gives $\delta=3\sigma/4$, the complement demanded by symmetry. This cut leaves each outer atom with one bond instead of three.

## Bounded drop and zero drop

At $\delta=\sigma/4$, equation (2) leaves

$$\Delta=\frac{3\sigma d}{4\varepsilon_0} \tag{5}$$

for every $N$. The fields explain this value. The short gaps contain $3\sigma/(4\varepsilon_0)$ and the long gaps $-\sigma/(4\varepsilon_0)$. Over one repeat,

$$\frac{3\sigma}{4\varepsilon_0}\,d-\frac{\sigma}{4\varepsilon_0}\,3d=0 .$$

The slab has one more short gap than long gaps, and this unpaired gap supplies (5).

If the drop is held at a value $U$, the first part of (4) gives

$$\delta=\frac{N\sigma-\varepsilon_0U/d}{4N-3}. \tag{6}$$

To see the approach to one quarter, subtract $\sigma/4$ and use $4N-(4N-3)=3$:

$$\delta-\frac\sigma4=\frac{1}{4N-3}\left(\frac{3\sigma}{4}-\frac{\varepsilon_0U}{d}\right).$$

For zero drop, $\delta=\sigma N/(4N-3)$. This equals $\sigma$ for one bilayer, as found above, and exceeds $\sigma/4$ by the relative amount $3/(4N-3)$. For any fixed $U$ the limit is $\sigma/4$, so a mechanism that limits the voltage by moving charge from one face to the other must transfer this amount in a thick slab, provided that the charge stays within a fixed distance of the faces.

The compensating charge need not sit on the outer planes. Place $-\delta$ a distance $s$ below the bottom plane and $+\delta$ a distance $s'$ above the top plane. Two further gaps with field $-\delta/\varepsilon_0$ appear, and the drop changes by $-\delta(s+s')/\varepsilon_0$. This is independent of $N$, so the rule is unaffected. With $\delta=\sigma/4$ and $s=s'=3d/2$, the change is $-3\sigma d/(4\varepsilon_0)$, which cancels (5) for every $N$.

## Covalent bonds: a quarter of which charge?

In a partly covalent crystal the planes do not carry the full formal charge. Start from formal charges $\pm Z$, in units of $e$ per surface cell, and let each bond return an electronic charge of magnitude $t$ from anion to cation. An inner atom has four bonds, so the bulk planes carry $\pm q$ with

$$q=Z-4t .$$

An outer atom has lost its bond across the long gap. Before compensation its plane carries charge of magnitude $Z-3t$.

For a bounded drop the outer plane must carry $3q/4$ in the thick limit. The charge to be supplied from outside this bond model therefore has magnitude

$$x=(Z-3t)-\frac34(Z-4t)=Z-3t-\frac34Z+3t=\frac Z4 . \tag{7}$$

The result does not depend on $t$. The broken bond has already changed the outer plane by $t$, which offsets the smaller bulk charge. The external compensation is a quarter of the formal plane charge. The total deviation of the outer plane from a bulk plane is a quarter of the actual bulk plane charge, $q/4$.

The cancellation relies on the gap ratio of three and on the equivalence of the four bonds. Keep the ratio, but suppose that the bond along the axis returns $t'$ while the other three return $t$. Then $q=Z-3t-t'$, and

$$x=Z-3t-\frac34(Z-3t-t')=\frac Z4+\frac34(t'-t). \tag{8}$$

Unstrained zincblende has $t'=t$ by symmetry. A strain along the axis removes that symmetry, and in this site-charge model (8) then replaces (7). Equation (8) assumes that the gap ratio is still three. A uniform stretch along the axis preserves this ratio, but a relative shift of the cation and anion planes changes it, and the factor $3/4$ with it.

Bonds near the surface may also differ from bulk bonds. Moving charge between planes within a fixed distance of one face adds a dipole independent of $N$. It changes the drop by a bounded amount and leaves the required net charge of that face unchanged.

## Two ways to supply the charge

**Vacancies.** Remove one outer ion in every four, in a $2\times2$ pattern, on both faces. In the ionic model the mean outer-plane charge becomes $3\sigma/4$, as required. The bond model agrees. On the cation face the missing quarter of a plane removes $(Z-3t)/4$. Each removed cation also breaks three bonds to the anions above it, so per surface cell the anion plane becomes more negative by $3t/4$. The charge of the face changes by

$$-\frac{Z-3t}{4}-\frac{3t}{4}=-\frac Z4 .$$

**Pseudo-hydrogen.** Consider a compound with eight valence electrons per formula unit: $Z$ from the cation and $8-Z$ from the anion. Shared over four bonds, the cation offers $Z/4$ electrons to each. A two-electron bond to a passivating atom needs $2-Z/4$ more, which a pseudo-hydrogen of nuclear charge $2-Z/4$ provides. Formal counting leaves the cation at $+Z$ and assigns both electrons to the pseudo-hydrogen, whose net charge is

$$\left(2-\frac Z4\right)-2=-\frac Z4 .$$

On the other face the anion offers $(8-Z)/4=2-Z/4$ electrons, so the pseudo-hydrogen has nuclear charge $Z/4$. Both electrons are now assigned to the anion, and the net charge of the pseudo-hydrogen is $+Z/4$. For $Z=3$ the nuclear charges are $1.25$ on the cation face and $0.75$ on the anion face.

This counting establishes the charge balance. Which surface structure has the lowest energy is a separate question that the electrostatic condition does not answer.

## A numerical slab

Take round model parameters, $a=6$ Å and $Z=3$, which stand for no particular material. The gaps are $d=0.866$ Å and $3d=2.598$ Å, and the cell area is $A=15.59$ Å$^2$. One elementary charge per cell produces a field step

$$\frac{e}{\varepsilon_0A}=11.608\ \text{V/Å}.$$

Each bilayer of the bare slab adds

$$3\times11.608\times0.8660=30.16\ \text{V}.$$

Four bilayers give 120.6 V. Such values show that rigid, unscreened planes cannot describe a real bare slab, whose electrons would respond. They measure the instability and do not predict a voltage.

The compensation was also obtained without (3). Poisson's equation was integrated for smeared planes, and $\delta$ was chosen so that slabs of 8 and 16 bilayers had the same drop. The result is 0.7500 e per cell, one quarter of 3 e, or 0.0481 e/Å$^2$. The short-gap cut gives 2.2500 e and equal gaps give 1.5000 e, in agreement with (3).

With 0.75 e moved, the interior fields are 26.118 and $-8.706$ V/Å. Their contributions over one repeat cancel:

$$26.118\times0.8660-8.706\times2.598=0$$

to the digits shown. The drop stays at 22.62 V from 1 to 64 bilayers, which is three quarters of 30.16 V. If 0.70 e is moved instead, each added bilayer contributes

$$(3-4\times0.70)\times11.608\times0.8660=2.01\ \text{V},$$

so a small error in the surface charge accumulates with thickness.

Zero drop at $N=4$ needs $3\times4/13=0.923$ e. At $N=16$ it needs 0.787 e, still 4.9% above the limiting 0.75 e, and at $N=64$ it needs 0.759 e. Holding the drop at 1.5 V gives 0.912, 0.784 and 0.758 e for the same thicknesses. The prescribed voltage matters less and less as the slab grows.

The plane-averaging step was tested with explicit point ions in wide discs, extrapolated to infinite width. For 2, 3 and 4 bilayers the bare drops are 60.30, 90.45 and 120.60 V, within 0.03% of $N\times30.159$ V. The extrapolation removes only the first two inverse powers of the disc width, so exact agreement is not expected. With outer ions at three quarters of their charge the drop is 22.61 V for all three thicknesses. With $2\times2$ vacancies on both faces it is again 22.61 V, although the ions that remain keep their full charge. The potentials were taken at least 12 Å from the outer planes, where the components with $G\neq0$ have decayed and only the mean charge of each plane matters.

The covalent model was tested with bonds counted from atomic positions. For $t=0.6$ e the bulk plane charge falls from 3 e to 0.6 e, yet the external charge needed remains 0.7500 e, as (7) states. Unequal returns $t=0.3$ e and $t'=0.4$ e change it to $0.75+0.75\times0.1=0.825$ e, as (8) states. The complete values are in the numerical output.

## Screening and periodic cells

Suppose that the slab is filled with a uniform medium of relative permittivity $\varepsilon_r$ and that the plane charges are treated as free charges. Every field inside is divided by $\varepsilon_r$, and so is the drop. The condition of zero mean field is unchanged, and with it $\delta\to\sigma/4$. Screening makes the growth per bilayer smaller but does not remove it.

Calculations with periodic cells impose another boundary condition. If slabs alternate with vacuum of total width $w$, the potential must return to its starting value after $L+w$. For rigid planes without a dielectric medium ($\varepsilon_r=1$) a uniform field $E_0$ is added to the isolated-slab solution, with

$$\Delta+E_0(L+w)=0,\qquad E_0=-\frac{\Delta}{L+w}.$$

Here $w$ is measured between the outer planes of neighbouring slabs. At $\delta=\sigma/4$ the numerator is fixed by (5), so $E_0$ falls as the cell grows. For the bare slab $\Delta=N\sigma d/\varepsilon_0$ and $L=(4N-3)d$, so at fixed $w$ the field in the vacuum tends to $-\sigma/(4\varepsilon_0)$. The periodic cell then hides the growing drop, and a single vacuum field does not settle the matter, since the slab with $\delta=\sigma/4$ on its outer planes also has one in a finite cell. For rigid planes the trend with thickness does: at fixed $w$ the vacuum field of this slab falls to zero as bilayers are added, while that of the bare slab approaches $-\sigma/(4\varepsilon_0)$. The second limit is not to be expected of a real bare slab. In the periodic cell the drop across the slab equals $-E_0w$, which for rigid bare planes approaches $\sigma w/(4\varepsilon_0)$, about 130 V for the numerical slab with $w=15$ Å. If electrons move between the faces and hold this drop at $U$, the vacuum field is $-U/w$ at every thickness, and the transferred charge tends to $\sigma/4-\varepsilon_0U/w$.

## Table of computed values

```
lattice constant a = 6.00 angstrom
formal plane charge Z = 3.00 e per cell
short gap d = 0.8660 angstrom
long gap 3d = 2.5981 angstrom
surface cell area A = 15.5885 angstrom^2
field step for 1 e per cell = 11.6080 V/angstrom
bare drop per bilayer = 30.159 V
compensation, bilayer cut = 0.7500 e per cell
same, per area = 0.04811 e/angstrom^2
fraction of plane charge = 0.2500
compensation, short-gap cut = 2.2500 e per cell
compensation, equal gaps = 1.5000 e per cell
interior field, short gap = 26.118 V/angstrom
interior field, long gap = -8.706 V/angstrom
drop growth at delta = 0.70 e: 2.011 V per bilayer
prescribed drop U = 1.50 V
Smeared planes: N, bare drop (V), drop at Z/4 (V),
  delta for zero drop (e), delta for drop U (e)
   1    30.159   22.619   3.0000   2.8508
   2    60.317   22.619   1.2000   1.1702
   4   120.634   22.619   0.9231   0.9116
   8   241.268   22.619   0.8276   0.8224
  16   482.537   22.619   0.7869   0.7844
  64  1930.147   22.619   0.7589   0.7583
Point ions: N, bare (V), outer planes at 3/4 (V), vacancies (V)
   2     60.30    22.61    22.61
   3     90.45    22.61    22.61
   4    120.60    22.61    22.61
bonds per inner atom, short/long gap: 3/1
bonds per outer atom, short/long gap: 3/0
Covalency (all in e): t oblique, t axial, bulk plane,
  outer plane before compensation, external charge needed
  0.00 0.00 3.000 3.000 0.7500
  0.30 0.30 1.800 2.100 0.7500
  0.60 0.60 0.600 1.200 0.7500
  0.30 0.40 1.700 2.100 0.8250
```
